# An Arrhenius Slope Gives the Migration Enthalpy, Not the Free Energy

In transition-state theory, two model crystals give Arrhenius lines with nearly equal slopes, 2.496 eV and 2.499 eV. Yet at 1300 K an interstitial atom diffuses about 24 times faster in the first than in the second. If the slope were the migration free energy at 1300 K, and all other factors were equal, the two diffusivities would nearly coincide.

The argument that fails runs as follows: a hop rate contains \(\exp(-G/kT)\), an Arrhenius plot yields the number in the exponent, so its slope is \(G\) at the experimental temperature. The two crystals show where this goes wrong.

## The counter-example

An atom of mass \(m=16.0\) u moves between neighbouring sites a distance \(d\) apart. Along the path its coordinate is \(x\); across it they are \(y,z\). The potential energy is

\[
V=E\sin^2\frac{\pi x}{d}+\frac{K(x)}{2}(y^2+z^2),\qquad E=2.5\ \text{eV}.
\]

The spring constant \(K(x)=K_w(1-s)+K_s s\), with \(s=\sin^2(\pi x/d)\), goes from \(K_w\) in the well to \(K_s\) at the saddle, \(x=d/2\). The transverse frequency in the well is \(\nu_w=15\) THz. At the saddle it is \(\nu_s=3\) THz in the first crystal (soft) and 15 THz in the second (stiff). Everything else is held fixed, including the saddle energy.

**From hops to diffusion.** The sites are the bond centres of a diamond lattice with lattice constant \(a=0.543\) nm. Each has six neighbours at \(d=a/(2\sqrt2)=0.1920\) nm. Let \(\Gamma\) be the rate to one neighbour. The potential above describes a single path, and its rate is assigned to all six. It is not a complete potential for the crystal: a well with slightly different frequencies along and across one path cannot look the same along all the others. Every site is an inversion centre, so its neighbours form opposite pairs. The mean next hop is therefore zero whatever the previous hop was, and the cross terms in the mean square displacement vanish. After time \(t\) there have been on average \(6\Gamma t\) hops, so

\[
\langle R^2\rangle=6\Gamma t\,d^2 .
\]

Diffusion in a cubic crystal is isotropic, with \(\langle R^2\rangle=6Dt\). Hence \(D=\Gamma d^2\).

**The hop rate.** Classical transition-state theory assumes thermal equilibrium in the well and counts every outward crossing of the saddle plane as a completed hop. The probability per unit length of finding the atom at that plane is \(Z^\ddagger/Z_A\), where

\[
Z^\ddagger=\int dy\,dz\,e^{-V(d/2,y,z)/kT},\qquad
Z_A=\int_{\text{well}}dx\,dy\,dz\,e^{-V/kT}.
\]

The mean outward velocity, counting inward motion as zero, is

\[
\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv
=\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}
=\sqrt{\frac{kT}{2\pi m}} .
\]

The rate is the product

\[
\Gamma=\sqrt{\frac{kT}{2\pi m}}\;\frac{Z^\ddagger}{Z_A}. \tag{1}
\]

**The harmonic limit.** When \(kT\ll E\), the well is nearly harmonic. Near its bottom \(E\sin^2(\pi x/d)\approx E\pi^2x^2/d^2\). Equating this to \(m(2\pi\nu_0)^2x^2/2\) gives

\[
\nu_0=\frac1d\sqrt{\frac{E}{2m}}=14.30\ \text{THz}.
\]

Each harmonic coordinate of frequency \(\nu\) contributes a Gaussian integral \(\sqrt{2\pi kT/m}/(2\pi\nu)\). There are three in the well and two at the saddle, so

\[
\frac{Z^\ddagger}{Z_A}
=\sqrt{\frac{m}{2\pi kT}}\;2\pi\nu_0
\left(\frac{\nu_w}{\nu_s}\right)^2e^{-E/kT}.
\]

Multiplication by the velocity factor leaves \(1/(2\pi)\) times \(2\pi\nu_0\):

\[
\Gamma=\nu_0\left(\frac{\nu_w}{\nu_s}\right)^2e^{-E/kT}. \tag{2}
\]

The soft saddle is a wide pass. Its transverse width grows as \(\sqrt T\), but so does the width of the well. In the harmonic limit their ratio is independent of temperature, so the extra width multiplies the rate without changing the slope.

**Reading the plot.** The integrals in (1), evaluated numerically without the harmonic approximation, give for the soft saddle:

| \(T\) (K) | \(D\) (cm²/s) | \(G\) (eV) |
|---|---|---|
| 1100 | \(4.498\times10^{-13}\) | 2.198 |
| 1300 | \(2.586\times10^{-11}\) | 2.143 |
| 1500 | \(5.039\times10^{-10}\) | 2.089 |

Here \(G\) is defined by \(\Gamma=\nu_0e^{-G/kT}\), with \(\nu_0\) fixed at 14.30 THz. Since \(D=\Gamma d^2\),

\[
G=kT\ln\frac{d^2\nu_0}{D}. \tag{3}
\]

At 1300 K, \(kT=0.1120\) eV and \(d^2\nu_0=5.27\times10^{-3}\) cm²/s, so \(G=0.1120\times19.13=2.143\) eV.

The slope comes from a comparison of temperatures. Between the end points \(\ln D\) changes by 7.021 and \(1/kT\) by 2.813 eV\(^{-1}\), which gives \(7.021/2.813=2.496\) eV. A least-squares line through five temperatures gives the same value. It lies 0.35 eV above \(G\) at 1300 K and outside the whole range of \(G\) in the table.

For the stiff saddle, \(G=2.501\) eV at 1300 K. The ratio of the two diffusivities is therefore \(\exp[(2.5013-2.1433)/0.1120]\approx24\). The difference appears in the fitted prefactors: 0.1225 cm²/s for the soft saddle and 0.00515 cm²/s for the stiff one.

## The correct statement

Suppose that \(D=d^2\nu_0e^{-G(T)/kT}\), with \(d\) and \(\nu_0\) independent of temperature, and let \(S=-dG/dT\) at constant pressure. Then

\[
-k\,\frac{d\ln D}{d(1/T)}=G+TS=H(T). \tag{4}
\]

If \(H\) and \(S\) are constant, the plot is straight and

\[
D=D_0e^{-H/kT},\qquad D_0=d^2\nu_0e^{S/k}. \tag{5}
\]

**Proof.** Write \(b=1/T\). Then \(\ln D=\ln(d^2\nu_0)-Gb/k\), and the first term is constant. The product rule gives

\[
-k\frac{d\ln D}{db}=\frac{d(Gb)}{db}=G+b\frac{dG}{db}.
\]

Because \(T=1/b\), \(dT/db=-1/b^2=-T^2\). Therefore

\[
\frac{dG}{db}=\frac{dG}{dT}\frac{dT}{db}=(-S)(-T^2)=T^2S,
\]

and \(b\,dG/db=TS\), which proves (4). For constant \(H\) and \(S\), inserting \(G=H-TS\) gives

\[
e^{-G/kT}=e^{-H/kT}e^{S/k},
\]

which proves (5). \(\square\)

The faulty argument treats \(G\) as constant while differentiating. The slope equals \(G\) at a given temperature when \(S=0\) there. The stiff saddle is close to this case.

Comparing (2) with (5) gives, in the harmonic limit, \(H=E\) and

\[
S=2k\ln\frac{\nu_w}{\nu_s}=2k\ln5=3.22\,k .
\]

The lattice is held fixed in this model, so \(H\) is an energy. The fitted soft-saddle prefactor gives \(S/k=\ln[0.1225/(5.27\times10^{-3})]=3.15\). Then \(TS=0.1120\times3.15=0.35\) eV, the gap found above.

## What the slope measures microscopically

Let \(\beta=1/kT\). From (1), \(\ln\Gamma\) contains \(-\tfrac12\ln\beta\), \(\ln Z^\ddagger\) and \(-\ln Z_A\). Differentiating a configuration integral brings down the potential energy, \(-d\ln Z/d\beta=\langle V\rangle\), so

\[
-\frac{d\ln\Gamma}{d\beta}
=\frac{kT}{2}+\langle V\rangle^\ddagger-\langle V\rangle_A. \tag{6}
\]

The slope is the mean energy of atoms crossing the saddle plane minus that of atoms in the well. The term \(kT/2\) is the kinetic part: crossings are weighted by the velocity \(v\), so the mean of \(mv^2/2\) along the path is \(kT\) for crossing atoms, against \(kT/2\) in the well. The transverse kinetic energies are equal and cancel. In the harmonic limit \(\langle V\rangle^\ddagger=E+kT\), from two transverse coordinates, and \(\langle V\rangle_A=3kT/2\), from three. The thermal terms cancel and leave \(E\).

Equation (6) does not need the harmonic limit. As a purely mathematical test, the model was also evaluated at 6000 K. The local slope there is 2.171 eV, well below \(E\), and it agrees with the mean-energy expression to within \(10^{-4}\) eV, as it does at 1300 K.

The small difference between 2.496 and 2.500 eV has the same origin. To leading order in \(kT/E\), the well integral exceeds its harmonic value by two relative amounts:

- The quartic term of \(\sin^2\) contributes \(kT/(4E)\).
- The softening of the two transverse springs contributes \((1-\nu_s^2/\nu_w^2)\langle s\rangle\), with \(\langle s\rangle=kT/(2E)\). This is \(0.48\,kT/E\).

Thus \(\ln\Gamma\) is lowered by \(0.73\,kT/E=0.73/(\beta E)\), and the slope becomes \(E-0.73(kT)^2/E=2.496\) eV at 1300 K.

## Conventions and limits

A single absolute diffusivity gives \(G\) through (3), but only after \(d\) and \(\nu_0\) have been stated. With \(\nu_0=10\) THz, the same rate at 1300 K gives \(G=2.103\) eV instead of 2.143 eV. The entropy rises by \(k\ln1.430\) to compensate, and the slope does not change.

The Eyring form \(\Gamma=(kT/h)e^{-G^\ddagger/kT}\) has a prefactor that varies with temperature. Since \(d\ln T/d(1/T)=-T\), this prefactor adds \(kT\) to the slope, which becomes \(H^\ddagger+kT\). At 1300 K the numbers are \(2.384+0.112=2.496\) eV, while \(G^\ddagger=2.215\) eV.

If \(H\) varies, the plot curves and (4) gives its local slope. A constant heat-capacity difference of one \(k\) between saddle and well changes \(H\) by 0.034 eV from 1100 to 1500 K. If a defect must first form in thermal equilibrium, \(D\) also contains \(e^{-G_f/kT}\). By the same proof, the slope is then the sum of the formation and migration enthalpies.

Scatter affects the two readings differently. With an independent random error of 0.10 in each of the five values of \(\ln D\), the standard error of the slope is 0.045 eV, much less than the 0.35 eV gap. That of \(\ln D_0\) is 0.41, so an entropy taken from the intercept is uncertain by about \(0.4k\), even when \(d\) and \(\nu_0\) are known.

## Size of the error in a furnace anneal

Suppose the slope is used as \(G\) at 1300 K. The prediction \(d^2\nu_0e^{-2.496/0.1120}\) is \(1.11\times10^{-12}\) cm²/s, whereas the model's transition-state diffusivity is \(2.59\times10^{-11}\) cm²/s. The missing factor is \(e^{S/k}\approx23\). For a one-hour anneal, the root-mean-square displacement along one axis, \(\sqrt{2Dt}\), is 4.3 µm; the mistaken value is 0.9 µm.

These parameters lie in the rough regime of interstitial oxygen in silicon, with an activation energy near 2.5 eV and a prefactor of order 0.1 cm²/s. The transverse frequencies were chosen to reach that regime and do not establish the origin of the real prefactor. In real silicon the neighbouring atoms move too, and the oxygen site is not the simple centred well used here; the model does not size these effects. Real vibrations are also quantized. For the model's frequencies this raises the rate at 1300 K by 3.7 % and shifts the slope by −0.008 eV. Tunnelling through a parabolic barrier top with the on-axis curvature adds 1.2 % and −0.003 eV; this is only an order of magnitude, because at the soft saddle the curvature along the path changes strongly with the transverse displacement. Thermal expansion of the hop length, with a rough coefficient of \(4\times10^{-6}\) K\(^{-1}\), shifts the slope by +0.001 eV. At 1 atm, the \(pV\) term of an assumed migration volume \(v=0.01\) nm³ is only about \(6\times10^{-6}\) eV. The same volume matters more through thermal expansion, which lowers \(G\) by \(3\alpha BvT\). With the linear coefficient \(\alpha\) above and a bulk modulus \(B\) near 95 GPa, this is about 0.09 eV at 1300 K. For constant \(\alpha\), \(B\) and \(v\) it acts as an extra entropy of about \(0.8k\), a factor of about 2.3 in \(D_0\).

Recrossing of the saddle plane matters more than the quantum and hop-length corrections. If half the counted crossings failed at every temperature, \(D_0\) would be halved and the apparent \(G\) at 1300 K would rise by \(kT\ln2=0.078\) eV. The slope would stay the same, because a constant factor in \(D\) has no derivative with respect to \(1/T\). In the soft model the factor is not constant. At a transverse displacement \(r\) with \(r^2>2E/(K_w-K_s)\), or \(r>0.059\) nm, the plane \(x=d/2\) is a trough along the path rather than a ridge. This region carries 33 % of the counted flux at 1100 K and 45 % at 1500 K. Frictionless trajectories on the same potential complete the hop with a net probability of about 0.74 at 1100 K, 0.68 at 1300 K and 0.63 at 1500 K. This lowers the soft-saddle slope to about 2.44 eV, its prefactor to about 0.05 cm²/s, and the ratio to the stiff crystal, which has no such recrossing, from 24 to about 17. The table, the fits and equation (6) are therefore transition-state results. Equation (4) holds for either rate, and the slope still lies about 0.25 eV above \(G\) at 1300 K. The numerical output lists the remaining values.

## Table of computed values

```
Lattice constant: 0.543 nm; hop length: 0.1920 nm
Saddle energy E: 2.500 eV; moving mass: 16.0 u
Path frequency in well, nu0: 14.30 THz
Transverse frequency, well: 15.0 THz
Transverse frequency, soft saddle: 3.0 THz
Lattice factor D/(rate d^2): 1.00000
D at 1100 K, soft saddle: 4.498e-13 cm2/s
D at 1200 K, soft saddle: 4.039e-12 cm2/s
D at 1300 K, soft saddle: 2.586e-11 cm2/s
D at 1400 K, soft saddle: 1.270e-10 cm2/s
D at 1500 K, soft saddle: 5.039e-10 cm2/s
Fitted slope, soft saddle: 2.4959 eV
Fitted slope, stiff saddle (15 THz): 2.4987 eV
Fitted D0, soft saddle: 0.1225 cm2/s
Fitted D0, stiff saddle: 0.00515 cm2/s
Ratio of fitted D0, soft/stiff: 23.81
Entropy from frequencies: 3.219 k
Entropy from fitted D0: 3.146 k
G at 1100 K, soft saddle: 2.1977 eV
G at 1300 K, soft saddle: 2.1433 eV
G at 1500 K, soft saddle: 2.0892 eV
G at 1300 K, stiff saddle: 2.5013 eV
kT at 1300 K: 0.1120 eV
Slope minus G at 1300 K: 0.3525 eV
G at 1300 K with nu0 = 10 THz: 2.1033 eV
Eyring G at 1300 K: 2.2149 eV
Eyring H at 1300 K: 2.3837 eV
Local slope at 1300 K: 2.4957 eV
Local slope at 6000 K (math test): 2.1711 eV
Harmonic rate error at 1300 K: 3.46 %
D at 1300 K if slope is used as G: 1.112e-12 cm2/s
True/wrong D at 1300 K: 23.26
One-axis rms length, 1 h, 1300 K: 4.315 um
Same length with wrong D: 0.895 um
Quantized-vibration rate factor, 1300 K: 1.0367
Quantized-vibration slope shift: -0.0083 eV
Tunnelling rate factor, 1300 K: 1.0117
Tunnelling slope shift: -0.0027 eV
Assumed linear expansion: 4.0e-06 1/K
Hop-length expansion slope shift: 0.0011 eV
pV term, 1 atm and 0.01 nm3: 6.3e-06 eV
H drift, 1100-1500 K, for Delta C = k: 0.0345 eV
Apparent G rise for recrossing factor 1/2: 0.0777 eV
Assumed random error in each ln D: 0.10
Resulting standard error of slope: 0.0449 eV
Resulting standard error of ln D0: 0.408
```
